The Neutral Coated Sphere in a Uniform Temperature Gradient

**What a bare particle does**

Put an alumina-like sphere of radius 20 µm into a chip underfill that carries 10 W/cm². With conductivities of 30 W/(m K) for the sphere and 0.8046 W/(m K) for the underfill, the temperature at the sphere's pole changes by 2.3 K. Before the sphere was inserted, the pole differed from the centre by only 2.5 K. The disturbance spreads into the underfill and falls off as the inverse square of the distance. Other particles or walls close to the sphere's surface alter the field again, and a calculation for one isolated particle then becomes less accurate. A suitable coating removes the outside disturbance, provided the surrounding conductivity has one particular value.

The conditions are steady conduction, no heat sources, and constant, isotropic, positive conductivities. The heat flux is q = −k ∇T. Contacts are first taken as perfect: temperature and normal heat flux are continuous across them. The medium extends far beyond the sphere, and its undisturbed temperature, measured from the value at the sphere's centre, is

T = G z = G r cos θ.

**Stage 1: a bare sphere**

Let the sphere have radius a and conductivity k1, and the medium k0. In each region ∇²T = 0. Try T = R(r) cos θ. The angular part of the Laplacian turns cos θ into −2 cos θ/r², so

(r² R′)′ = 2R.

A power R = r^s requires s(s + 1) = 2, hence s = 1 or s = −2. The second power is singular at the centre and is excluded there:

inside: T = A r cos θ
outside: T = (G r + D/r²) cos θ.

If these forms can meet the interface conditions, they are the solution. The difference u of two solutions decays far away and obeys the same conditions without the applied gradient. Multiplying ∇·(k∇u) = 0 by u and integrating gives ∫ k|∇u|² dV = 0, because the interface terms cancel and the distant surface term vanishes. So u is constant, and its decay makes it zero.

Write d = D/(G a³). Continuity of temperature at r = a gives A = G(1 + d). The derivative of D/r² is −2D/r³, so continuity of flux gives k1 A = k0 G(1 − 2d). Eliminating A,

k1(1 + d) = k0(1 − 2d)
d(k1 + 2k0) = k0 − k1
d = (k0 − k1)/(k1 + 2k0).

Limits: for k1 = k0 there is no disturbance. For k1 → ∞, d → −1 and the surface becomes isothermal. For k1 → 0, d → 1/2 and the radial gradient outside, proportional to 1 − 2d, vanishes at the surface, as an insulator requires.

For the opening example,

d = (0.8046 − 30)/(30 + 1.6092) = −0.9236.

The applied gradient is q/k0 = 0.1243 K/µm, so the change at the pole has magnitude 0.9236 × 0.1243 × 20 = 2.30 K. With perfect contact, a bare sphere is invisible only if it conducts like its surroundings.

**Stage 2: add a shell**

Now let a concentric shell of conductivity k2 extend from a to b. The shell excludes both the centre and infinity, so both powers are allowed:

core: T = A r cos θ
shell: T = (B r + C/r²) cos θ
outside: T = (G r + D/r²) cos θ.

Put c = C/a³. The two conditions at r = a are

A = B + c
k1 A = k2(B − 2c).

Substitute the first into the second and collect c:

k1 B + k1 c = k2 B − 2k2 c
c(k1 + 2k2) = B(k2 − k1)
c = βB, with β = (k2 − k1)/(k1 + 2k2).

Define the core's volume fraction f = (a/b)³. At the outer surface C/b³ = f C/a³ = fβB. Just inside r = b, therefore,

T/(b cos θ) = B(1 + βf)
k2 (∂T/∂r)/cos θ = k2 B(1 − 2βf).

For positive conductivities β lies between −1 and 1/2, and f < 1, so both brackets are positive. Their ratio defines a positive conductivity:

k* = k2(1 − 2βf)/(1 + βf).

A homogeneous sphere of radius b and conductivity k* would have the same ratio of flux to temperature at its surface. The outside field can't distinguish the two under this drive. Multiplying numerator and denominator by k1 + 2k2 gives

k* = k2 [k1 + 2k2 + 2f(k1 − k2)] / [k1 + 2k2 − f(k1 − k2)].

This is the Hashin-Shtrikman coated-sphere value. Stage 1 can now be reused with a → b and k1 → k*:

D/(G b³) = (k0 − k*)/(k* + 2k0).

The denominator is positive. The outside disturbance vanishes if and only if k0 = k*.

Limits: f → 0 leaves only shell material and gives k* = k2. For f → 1 the numerator tends to 3k1 and the denominator to 3k2, so k* = k1. If k1 = k2, the formula returns their common value.

**Numbers for a coated particle**

Keep the 20 µm core and add a 5 µm epoxy-like coating with k2 = 0.20 W/(m K). Then b = 25 µm and f = (20/25)³ = 0.512. With k1 + 2k2 = 30.4 and k1 − k2 = 29.8,

k* = 0.20 × (30.4 + 2 × 0.512 × 29.8)/(30.4 − 0.512 × 29.8)
   = 0.20 × 60.915/15.142
   = 0.8046 W/(m K).

This is the underfill value used at the start. A grid solution in r and θ, in which the medium was varied until the outside disturbance vanished, also gave 0.8046 W/(m K). The search did not use the formula for k*.

The natural temperature scale is G b = 0.1243 × 25 = 3.11 K. If the medium is 10% more conductive than k*, the relative disturbance at r = b is 0.1/(1 + 2.2) = 0.0313. At the same heat flux the applied gradient is smaller by a factor 1.1, and the disturbance is 0.088 K.

**Stage 3: choose the coating instead of the medium**

In practice the underfill may be given. Put x = βf in the expression for k*. Then

k* − k2 = −3k2 x/(1 + x)
k* + 2k2 = 3k2/(1 + x).

Dividing the first by the second gives

(k* − k2)/(k* + 2k2) = −βf = f(k1 − k2)/(k1 + 2k2).

The function (k − k2)/(k + 2k2) has derivative 3k2/(k + 2k2)² > 0. As f runs from 0 to 1, k* therefore moves steadily from k2 to k1. For k1 ≠ k2, any k0 strictly between them can be matched by one value of f:

f = (k0 − k2)(k1 + 2k2)/[(k1 − k2)(k0 + 2k2)].

A medium outside that interval can't be matched with these two materials. The limits are right: k0 = k2 asks for no core, and k0 = k1 for no shell.

For an underfill of 1.00 W/(m K), with the core and coating materials unchanged,

f = (0.80 × 30.4)/(29.8 × 1.40) = 0.583.

Since b = a f^(−1/3), the coating should be 3.9 µm thick. The better-conducting medium needs a thinner resistive coating.

**Stage 4: look inside**

Invisibility refers to the outside field. In a neutral sphere D = 0, so continuity at b gives B(1 + βf) = G. Also A = B(1 + β), and 1 + β = 3k2/(k1 + 2k2). Hence

A/G = (1 + β)/(1 + βf) = 3k2/[k1 + 2k2 − f(k1 − k2)].

Here A/G = 0.60/15.142 = 0.0396. The core is nearly isothermal. The shell has the gradient components

radial: (B − 2C/r³) cos θ
tangential: −(B + C/r³) sin θ.

For k1 > k2, β and C are negative. The radial coefficient is then larger than B and greatest at r = a, while the tangential coefficient lies between 0 and B. The largest shell gradient is thus at the core's poles, where flux continuity gives k1 A/k2. In the example this is 150 × 0.0396 = 5.94 times G, or about 0.74 K/µm. The shell takes up nearly all the temperature difference: from the centre to the outer pole it is 3.11 K, of which the core contributes only 0.0396 × 0.1243 × 20 = 0.10 K.

The means over the sphere are nevertheless simple. Let V = 4πb³/3, and use ∮cos²θ dS = 4πb²/3 on r = b. The surface temperature is G b cos θ and the outward value of k ∂T/∂r is k*G cos θ. The divergence theorem gives

∫ ∂T/∂z dV = ∮ T cos θ dS = G V.

Since ∇·(k∇T) = 0, we have k ∂T/∂z = ∇·(z k∇T), and

∫ k ∂T/∂z dV = ∮ b cos θ · k*G cos θ dS = k*G V.

In the same way k|∇T|² = ∇·(T k∇T), so

∫ k|∇T|² dV = ∮ G b cos θ · k*G cos θ dS = k*G² V.

Direct integration of the inside fields in the example gives a mean gradient of 1.000000 G, and 0.8046 W/(m K) both for mean flux/G and for the mean of k|∇T|²/G². As a limit, k1 = k2 gives A = B = G and C = 0, and all three statements reduce to those for a uniform material.

**Stage 5: walls and many spheres**

A neutral sphere presents to the medium the same surface temperature and normal flux as the material it replaced. A second neutral sphere, placed anywhere without overlap, therefore meets the same uniform gradient. Its own centre temperature is merely added as a constant. The same holds beside an isothermal plate perpendicular to the gradient or an insulating side wall parallel to it: the field G z already satisfies the condition there.

The grid solution was used to test the closeness of a boundary. With T = G z imposed at r = 3b, its largest outside deviation was 0.0005 G b; with the boundary moved in to 1.2b it was 0.00004 G b. These residues are grid errors. When the medium was changed to 2k*, with the boundary at 3b, the largest deviation at the grid's cell centres rose to 0.185 G b; at r = b itself the exact value is 1.2/(1 + 0.2/27) − 1 = 0.191 in units of G b.

Many such spheres may have different sizes, provided k1, k2 and f are the same, because k* depends on the ratio a/b and not on the size. Fill the gaps with ever smaller copies until the volume left for the medium tends to zero. At each step the mean gradient is G and the magnitude of the mean flux vector is k*G. The resulting two-material assemblage has effective conductivity k*. This construction connects the single neutral sphere with the effective-medium value.

Neutrality does not improve cooling. The coated sphere carries, on average, the same heat as the underfill it displaced.

**Stage 6: a gradient that is not uniform**

Replace the applied field by r^n P_n(cos θ), where P_n is a Legendre polynomial and n ≥ 1. The second radial power is r^(−n−1). With c = C/a^(2n+1), the conditions at the core are

A = B + c
n k1 A = k2[nB − (n + 1)c].

Eliminating A gives

c[n k1 + (n + 1)k2] = nB(k2 − k1)
c = β_n B, with β_n = n(k2 − k1)/[n k1 + (n + 1)k2].

At r = b the second term is reduced by p = (a/b)^(2n+1). A homogeneous sphere of conductivity k would have b(k ∂T/∂r)/T = nk at its surface. Equating this to the shell's ratio,

k*_n = k2[n − (n + 1)β_n p]/[n(1 + β_n p)].

Let d_n be the outside disturbance at b divided by the applied amplitude there. Matching to the medium gives

k0[n − (n + 1)d_n] = n k*_n(1 + d_n)
d_n = n(k0 − k*_n)/[n k*_n + (n + 1)k0].

For n = 1 this is the earlier result. For n → ∞, p → 0 and k*_n → k2: rapidly varying fields do not reach the core.

In the example k*_2 = 0.438 W/(m K), far from 0.8046 W/(m K). The sphere that is invisible to a uniform gradient returns d_2 = 0.223 of a degree-2 field; the grid solution gives the same figure. To size this, add g r²P_2 to the applied temperature. On the axis its gradient is 2gz. A 10% change of gradient over the distance b means 2gb = 0.10 G, so the added amplitude at b is g b² = 0.05 G b. The disturbance is 0.223 × 0.05 × 3.11 = 0.035 K.

**Stage 7: imperfect contacts**

Let each interface have a thermal resistance R per unit area. At the core the flux magnitude is k1 A cos θ, and the shell side is displaced in temperature by R k1 A cos θ. The shell therefore sees the surface temperature a A(1 + R k1/a) cos θ with unchanged flux. The replacement is

k1 → k1/(1 + R k1/a).

The same argument at the outer surface, after k* has been calculated with the modified core, gives

k* → k*/(1 + R k*/b).

For R → 0 both return to perfect contact; for R → ∞ the enclosed material acts as an insulator. At fixed R the correction grows as the particle shrinks.

With R = 5×10⁻⁸ m² K/W, a rough value, R k1/a = 0.075. The core is already nearly isothermal, so the inner contact matters little: it lowers k* to 0.8028 W/(m K). At the outer surface R k*/b = 0.0016. With both contacts the sphere's conductivity becomes 0.8015 W/(m K), and the disturbance is 0.004 K in the unchanged medium.

**How neutral would a real particle be?**

The material values are rough and typical of alumina, unfilled epoxy and a filled underfill. The 10 W/cm² is an assumed flux through the underfill itself, not the chip's mean heat flux: solder joints conduct in parallel and can carry most of the heat. The disturbances driven by the applied gradient are proportional to the underfill's own flux. Their values here are for an extended medium and would change in a gap only slightly wider than the particle. A 50 µm coated particle is large for an underfill filler, and its 5 µm coating is thick. The example is closer to a deliberately inserted particle than to ordinary filler. The underfill's own grains, taken as 0.5 µm, are 0.02 of b, which supports treating it as a continuum on the scale of the sphere, though less strongly on the scale of the shell. Manufacture can break the assumption of a concentric coating. Moving the core by 1 µm along the gradient, with everything else fixed, gives a largest surface disturbance of 0.13 K, or about 4% of G b. This was calculated by matching harmonics centred on both spherical surfaces; with no shift, the same calculation gave less than 10⁻⁵ G b. Nearby solder joints also make the gradient non-uniform. The 0.035 K found above is proportional to the variation only for a pure degree-2 field. A close joint also applies higher degrees, which the sphere returns more strongly: the Stage 6 formulas give d_3 = 0.35 and d_4 = 0.42, rising towards (k0 − k2)/(k0 + k2) = 0.60.

A coating 0.5 µm too thick lowers k* to 0.738 W/(m K) and gives 0.089 K in the unchanged medium. Temperature of use matters as well. If every conductivity changed by the same factor, k* would follow and neutrality would survive. Suppose instead that between 300 and 360 K the core's conductivity falls as 1/T, the shell's rises by 0.10% per kelvin, and the medium's stays fixed. The sphere then has 0.846 W/(m K), and the disturbance is 0.052 K. Within one sphere the temperature departs from its value at the centre by at most G b, which changes the shell conductivity by only about 0.3% either way.

Steady conduction is the remaining condition. During a temperature ramp the sphere must also store heat. Let c1, c2 and c0 be the heat capacities per volume of core, shell and medium. The excess is

Δc = f c1 + (1 − f)c2 − c0.

With 3.0, 1.8 and 1.8 MJ/(m³ K), Δc = 0.614 MJ/(m³ K). At a ramp rate S the sphere draws an extra heat current Q = Δc S(4πb³/3). Quasi-steady radial flow towards it lowers the surface temperature, averaged over the sphere, by

Q/(4πk0 b) = Δc S b²/(3k0).

For S = 100 K/s this is 0.016 K. The estimate needs times long compared with b²c0/k0 = 1.4 ms, so it does not describe a faster power pulse. The approach is slow: after ten such times the shift is still only about 0.013 K. Matching the heat capacities, Δc = 0, removes this spherically symmetric term, but k0 = k* alone does not. Even Δc = 0 does not make the sphere neutral in a ramp, because the medium stores heat too and its field is curved. For a layer heated from its faces the background contains c0 S z²/(2k0), and z² = r²/3 + (2/3)r²P_2. The degree-2 amplitude at b is c0 S b²/(3k0) = 0.047 K, so the sphere returns 0.223 × 0.047 = 0.010 K at its poles, whatever the value of Δc.

The numerical output below collects the values used here.

Table of computed values

```
core conductivity k1 = 30.0 W/(m K)
shell conductivity k2 = 0.20 W/(m K)
core radius a = 20.0 um
outer radius b = 25.0 um
core volume fraction f = 0.5120
heat flux = 10.0 W/cm2
neutral conductivity k*, formula = 0.8046 W/(m K)
neutral conductivity, grid search = 0.8046 W/(m K)
applied gradient G = 0.1243 K/um
temperature scale G b = 3.107 K
core gradient / G = 0.0396
core gradient / G, grid = 0.0397
largest shell gradient / G = 5.944
mean gradient in sphere / G = 1.000000
mean flux in sphere / G = 0.8046 W/(m K)
mean k|grad T|^2 / G^2 = 0.8046 W/(m K)
grid deviation / (G b), neutral, wall at 3b = 4.6e-04
grid deviation / (G b), neutral, wall at 1.2b = 3.9e-05
grid deviation / (G b), medium 2k*, wall at 3b = 0.185
bare core: disturbance / (G a) at its surface = -0.9236
bare core: disturbance at its pole = 2.296 K
medium 10% above k*: disturbance / (G b) = 0.0313
medium 10% above k*, same flux: disturbance = 0.088 K
design medium = 1.00 W/(m K)
design core fraction = 0.5829
design coating thickness = 3.942 um
degree-2 matching conductivity = 0.4378 W/(m K)
degree-2 disturbance ratio in medium k* = 0.2230
degree-2 disturbance ratio, grid = 0.2230
contact resistance, each interface = 5.0e-08 m2 K/W
sphere conductivity with contacts = 0.8015 W/(m K)
contact resistance: disturbance = 0.0040 K
temperatures, room and use = 300, 360 K
shell conductivity slope = 0.10 %/K
sphere conductivity at use = 0.8459 W/(m K)
use temperature, medium fixed: disturbance = 0.0524 K
shell change over G b = 0.31 %
coating excess = 0.50 um
sphere conductivity, thick coating = 0.7384 W/(m K)
coating excess: disturbance = 0.0893 K
core shift along gradient = 1.00 um
core shift: largest disturbance = 0.1278 K
gradient variation over b = 10 %
gradient variation: disturbance = 0.0347 K
heat capacity of core = 3.00 MJ/(m3 K)
heat capacity of shell = 1.80 MJ/(m3 K)
heat capacity of medium = 1.80 MJ/(m3 K)
excess heat capacity of sphere = 0.614 MJ/(m3 K)
temperature ramp = 100 K/s
heat storage: surface shift = 0.0159 K
diffusion time over b = 1.40 ms
filler grain size = 0.50 um
filler grain size / b = 0.020
```
